# Why Broken Time Reversal Does Not Guarantee an Anomalous Josephson Current

A ballistic semiconductor strip, 100 nm wide and 200 nm long, joins two superconductors held at equal phase. A field of 0.2 T lies in the plane of the strip. If the field points across the strip, the model below gives a supercurrent of about 0.08 nA at zero phase difference. If the same field points along the strip, the computed current is $9\times10^{-15}$ nA, which is rounding error beside a critical current of 37.6 nA. Both fields break time reversal, and the Zeeman energy is the same. Something other than time reversal must forbid the current in the second case.

## The model and the rule

Let $x$ run along the current, $y$ across the strip and $z$ normal to it. Electrons live on a square lattice of spacing $\ell$. The matrix elements from site $j+1$ to site $j$ along the two directions are

$$h_{j,j+1}^{(x)}=-t+i\lambda_x\sigma_y,\qquad h_{j,j+1}^{(y)}=-t-i\lambda_y\sigma_x .$$

They discretize the kinetic energy and the Rashba term $\alpha(k_y\sigma_x-k_x\sigma_y)$. For example, $-\alpha k_x\sigma_y=i\alpha\sigma_y\partial_x$, and the central difference $(\psi_{j+1}-\psi_{j-1})/2\ell$ gives $\lambda_x=\alpha/2\ell$. Likewise $\lambda_y=\alpha/2\ell$, but it pays to keep the two apart. Each site has an energy $\varepsilon$, which may vary from site to site. In the normal part there is also a Zeeman term $\mathbf b\cdot\boldsymbol\sigma$, where $\mathbf b$ is an energy. The leads have singlet pairing,

$$\Delta\,c^\dagger_\uparrow c^\dagger_\downarrow+\text{h.c.},\qquad \Delta_{L,R}=\Delta_0e^{\mp i\phi/2}.$$

The magnitude $\Delta_0$ is imposed, not found self-consistently. The equilibrium current is

$$I(\phi)=\frac{2e}{\hbar}\frac{dF}{d\phi},\qquad F=-kT\ln\operatorname{Tr}e^{-H(\phi)/kT}.$$

Suppose an operator $S$, unitary or antiunitary, satisfies $SH(\phi)S^{-1}=H(-\phi)$. Because $1/kT$ is real, $Se^{-H(\phi)/kT}S^{-1}=e^{-H(-\phi)/kT}$. A unitary $S$ preserves the trace. An antiunitary $S$ turns it into its complex conjugate, which is the same number because the trace is real. Hence

$$F(\phi)=F(-\phi),\qquad I(\phi)=-I(-\phi),\qquad I(0)=0 .$$

The last step needs $F$ to be differentiable at $\phi=0$. This holds for a finite junction at $T>0$, where the partition function is smooth and positive. At $T=0$ a level crossing can put a cusp there. An even $F$ may also have two minima at $\pm\phi_m$. The junction then settles at a nonzero phase, but $I(0)$ is still zero, so that is a different effect.

Time reversal $\Theta$ is one candidate for $S$. It acts as $c_\uparrow\to c_\downarrow$, $c_\downarrow\to-c_\uparrow$ and conjugates numbers, so

$$\Delta c^\dagger_\uparrow c^\dagger_\downarrow\to\Delta^*c^\dagger_\downarrow(-c^\dagger_\uparrow)=\Delta^*c^\dagger_\uparrow c^\dagger_\downarrow .$$

Both lead phases change sign. The Rashba hopping survives, since $i$ and $\boldsymbol\sigma$ both change sign, while the Zeeman term flips:

$$\Theta H(\phi,\mathbf b)\Theta^{-1}=H(-\phi,-\mathbf b).$$

At $\mathbf b=0$ this forbids $I(0)$ for any site energies and any Rashba strength. A supercurrent reverses under time reversal, and a system that does not distinguish the two directions of time cannot choose one sign of it. With a field present, the same relation says that $I(0)$ is odd in $\mathbf b$.

Breaking $\Theta$ removes one prohibition. Any other operator that maps $\phi$ to $-\phi$ and leaves the rest of $H$ alone is enough to restore it.

## Spin rotations

First set $\lambda_x=\lambda_y=0$. Spin can now be rotated without touching the orbital motion, and singlet pairing does not change. Rotate by $\pi$ about a unit vector $\mathbf n$: field components perpendicular to $\mathbf n$ change sign and the parallel one does not. Follow this with $\Theta$, which flips all three. The net effect is to preserve the perpendicular components, flip the parallel one, and send $\phi\to-\phi$.

If the field at every site lies in one common plane, take $\mathbf n$ normal to that plane. The combined operation preserves the field, and $I(0)=0$ whatever the site energies are. A uniform field is a special case. Without spin-orbit coupling, the field must therefore be non-coplanar before a current is allowed.

A small lattice tests this. It has 10 by 3 sites, with three columns in each lead and four in the normal part, at $\Delta_0=0.4t$ and $kT=0.1t$. With random site energies, a random coplanar field gives $dF/d\phi=-2\times10^{-17}\,t$ at $\phi=0$. Restoring the third component of that field gives $5.1\times10^{-4}\,t$.

## Mirrors and rotations

Rashba coupling ties spin to direction, so a spin rotation must now come with a spatial operation. A mirror acts on spin as a rotation by $\pi$ about the mirror's normal.

Take $M_x$, which sends $x\to-x$, keeps $\sigma_x$ and flips $\sigma_y$ and $\sigma_z$. Reversing an $x$ bond replaces $-t+i\lambda_x\sigma_y$ by its Hermitian conjugate $-t-i\lambda_x\sigma_y$, and flipping $\sigma_y$ restores the original. The $y$ bonds contain $\sigma_x$ and are untouched. The leads are exchanged, so $\phi\to-\phi$. The mirror $M_y$ works in the same way but keeps $\sigma_y$ and leaves each lead in place. It does not reverse $\phi$ alone, but $\Theta M_y$ does. The product $M_xM_y$ is the half-turn $C_{2z}$.

| Operation | Field components kept | Condition on site energies |
|---|---|---|
| $\Theta$ | none | none |
| $M_x$ | $b_x$ | even in $x$ |
| $C_{2z}$ | $b_z$ | unchanged by a half-turn |
| $\Theta M_y$ | $b_x,\ b_z$ | even in $y$ |

This answers the opening question. In a clean strip, a field along $x$ is protected twice, by $M_x$ and by $\Theta M_y$. A field along $z$ is also protected twice, by $C_{2z}$ and by $\Theta M_y$. A field along $y$ is flipped by every operation in the table. It respects $M_y$, but $M_y$ maps $\phi$ to itself and says nothing about the sign of the current.

The conditions in the last column matter. On the small lattice, with $\lambda_x=\lambda_y=0.4t$ and a Zeeman energy of $0.4t$ along $x$, site energies that are random but even in $x$ give $6\times10^{-17}\,t$. Energies that are even in $y$ give $2\times10^{-17}\,t$. Energies with neither symmetry give $1.1\times10^{-3}\,t$. For a field along $z$, half-turn symmetry gives $-5\times10^{-17}\,t$ and general disorder $3.3\times10^{-4}\,t$. Disorder creates no time-reversal breaking here. It removes the last obstacle to a current that the field had already made possible.

In each forbidden case the protecting operator was also applied to $H$ at $\phi=0.7$. The result matched $H$ at $\phi=-0.7$ to better than $10^{-12}\,t$ in every matrix element.

## A symmetry that is hard to see

A field along $y$ with Rashba coupling seems to have no protection left. Yet a single chain of sites, with $\lambda_x=0.4t$ and $b_y=0.4t$, gives $6\times10^{-17}\,t$ even with random site energies. The reason lies in the form of the hopping. Define $\tan\theta=\lambda_x/t$ and $t'=\sqrt{t^2+\lambda_x^2}$. Then

$$-t+i\lambda_x\sigma_y=-t'(\cos\theta-i\sin\theta\,\sigma_y)=-t'e^{-i\theta\sigma_y}.$$

Each hop rotates the spin about $y$ by a fixed angle. Describe the spin in a frame that turns along with it, $c_j=G_jd_j$ with $G_j=e^{i\theta j\sigma_y}$. The hopping becomes

$$G_j^\dagger(-t'e^{-i\theta\sigma_y})G_{j+1}=-t'e^{-i\theta j\sigma_y}e^{-i\theta\sigma_y}e^{i\theta(j+1)\sigma_y}=-t'.$$

The Rashba coupling has gone. The pairing does not change: the singlet is $\tfrac12c^\dagger i\sigma_y(c^\dagger)^T$, which becomes $\tfrac12d^\dagger G^\dagger i\sigma_yG^*(d^\dagger)^T$, and a spin rotation obeys $\sigma_yG^*=G\sigma_y$, so $G^\dagger i\sigma_yG^*=i\sigma_y$. The field $b_y\sigma_y$ commutes with $G_j$ and is unchanged as well. What remains is a junction without spin-orbit coupling in a uniform field, where the current is forbidden.

A field along $x$ does notice the turning frame:

$$G_j^\dagger\sigma_xG_j=\sigma_xe^{2i\theta j\sigma_y}=\sigma_x\cos2\theta j-\sigma_z\sin2\theta j .$$

On its own, $b_x$ becomes a spiral in the $xz$ plane. That is coplanar, so the current is still forbidden. Together, $b_x$ and $b_y$ become a cone, which is non-coplanar. With both components at $0.4t$ the chain gives $5.7\times10^{-4}\,t$. Two fields that are each harmless in the chain produce a current together.

The same transformation works in a strip of any width if $\lambda_y=0$, because the $y$ bonds then connect sites with equal $G_j$. The disordered three-row strip with $\lambda_y=0$ and a field along $y$ gives $-2\times10^{-17}\,t$. With $\lambda_y$ present, no choice of local frames removes both couplings. To leading order, write the spin factors of the bonds as $e^{-i\theta_x\sigma_y}$ and $e^{i\theta_y\sigma_x}$, and carry a spin around one lattice square:

$$e^{-i\theta_x\sigma_y}e^{i\theta_y\sigma_x}e^{i\theta_x\sigma_y}e^{-i\theta_y\sigma_x}\approx1+\theta_x\theta_y[\sigma_y,\sigma_x]=1-2i\theta_x\theta_y\sigma_z .$$

A change of local frames can only rotate this product, not turn it into 1. Motion across the strip is therefore essential to the current produced by $b_y$.

## How the current starts

The same symmetries fix the leading power of $I(0)$ for a field along $y$.

- A spin rotation by $\pi$ about $y$ flips $\sigma_x$. It changes $\lambda_y\to-\lambda_y$ and nothing else, so $I(0)$ is even in $\lambda_y$.
- A spin rotation by $\pi$ about $z$ changes the signs of $\lambda_x$, $\lambda_y$ and $b_y$ together. Since $I(0)$ is odd in $b_y$ and even in $\lambda_y$, it must be odd in $\lambda_x$.
- At $\lambda_y=0$ the hidden symmetry gives $I(0)=0$, so the expansion in $\lambda_y$ starts at second order.

At nonzero temperature $F$ can be expanded in these small couplings, and the lowest term allowed is

$$I(0)\simeq C\,\lambda_x\lambda_y^2\,b_y .$$

Symmetry does not show that $C$ is nonzero. The clean small lattice supports it in two separate limits, weak Rashba coupling and weak field. Doubling the Rashba hoppings from $0.005t$ to $0.01t$ at $b_y=0.3t$ gives powers of 1.000 in $\lambda_x$, 2.000 in $\lambda_y$ and 3.000 in both together. Doubling $b_y$ over the same range, at Rashba hoppings of $0.4t$, gives 1.000. The effect is cubic in weak Rashba coupling, which is why it can be small even where it is allowed.

## A prohibition made by the lattice

With $\lambda_x=\lambda_y=0.4t$, $b_y=0.4t$ and site energies of $1.1t$, the clean strip gives $7.4\times10^{-3}\,t$. Setting the site energies to zero, which is half filling, gives $-9\times10^{-17}\,t$. The field and the Rashba coupling are unchanged.

The responsible operator exchanges particles and holes: $c_\uparrow\to s\,c^\dagger_\downarrow$ and $c_\downarrow\to-s\,c^\dagger_\uparrow$, where $s=\pm1$ alternates between neighbouring sites. Reordering the operators turns a matrix element $h_{ij}$ into $-s_is_j\,\sigma_yh_{ij}^*\sigma_y$, up to a constant. For neighbours $s_is_j=-1$. The scalar hopping is then unchanged, and so is the Rashba hopping, because conjugation flips $i$ and $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$. On a single site $s_i^2=1$, so the Zeeman term is unchanged but $\varepsilon\to-\varepsilon$. The pair potential becomes $-\Delta^*$. The common minus sign is a global gauge choice, and the phase difference has been reversed.

At $\varepsilon=0$ this forbids $I(0)$ for every field direction. It relies on a band symmetric about its centre, which a parabolic band does not have. A vanishing current in a half-filled lattice model therefore need not carry over to a semiconductor.

## From the spectrum to a device

For long leads the free energy is best written with Green functions. The mean-field Hamiltonian has levels in pairs $\pm E$, each pair contributing a factor $2\cosh(E/2kT)$ to the partition function. Counting both signs and halving, up to a term independent of $\phi$,

$$F=-\frac{kT}{2}\sum_E\ln\Big[2\cosh\frac{E}{2kT}\Big].$$

The product $\cosh(E/2kT)=\prod_{n\ge0}(1+E^2/\omega_n^2)$, with $\omega_n=(2n+1)\pi kT$, and $\prod_E(\omega_n^2+E^2)=|\det(i\omega_n-\mathcal H)|^2$ then give

$$F=-kT\sum_{n\ge0}\ln|\det(i\omega_n-\mathcal H)|+\text{const},$$

where $\mathcal H$ is the matrix of the mean-field Hamiltonian in particle-hole space. Cut the junction at one bond column with hopping matrix $V$. Let $g_L$ and $g_R$ be the surface Green functions of the two pieces, and define $Q=Vg_RV^\dagger$. The determinant factorizes into those of the pieces times $\det(1-g_LQ)$. Put the whole phase on the right lead. Then $g_R$ is merely rotated in particle-hole space by $e^{i\phi\tau_z/2}$, its own determinant does not change, and $dQ/d\phi=\tfrac i2[\tau_z,Q]$. Since $d\ln\det M=\operatorname{Tr}M^{-1}dM$,

$$\frac{dF}{d\phi}=kT\sum_{n\ge0}\operatorname{Re}\operatorname{Tr}\Big[(1-g_LQ)^{-1}g_L\frac{dQ}{d\phi}\Big].$$

On the disordered small lattice with a field along $y$, at $\phi=0$ and $0.9$, this agrees with direct diagonalization to $1.4\times10^{-16}\,t$.

The device has an effective mass of 0.03 electron masses, $\alpha=20$ meV nm, $g=10$, $\Delta_0=0.2$ meV, a Fermi energy of 8 meV and a temperature of 0.5 K. The leads are half-infinite continuations of the strip, with the same width, mass, Rashba coupling and Fermi energy and no barrier at the interfaces. Without Rashba coupling the transverse levels lie at 1.25, 5.01 and 11.28 meV, so two are occupied. The Zeeman energy is $\tfrac12g\mu_BB=0.058$ meV.

For the field along $y$, $I(0)=0.083$ nA and the critical current is 37.4 nA, a ratio of 0.0022. The free energy has its minimum at $\phi_0=-0.0031$ rad, or $-0.18^\circ$. Near zero phase $I\approx I(0)+I'(0)\phi$, so a positive $I(0)$ and a positive slope give a negative $\phi_0$. Refining the mesh from 6.67 to 5 nm changes the size of $\phi_0$ by $-1.8\%$. The mesh error falls roughly as the square of the spacing, so in the continuum the critical currents are about 0.8% larger than those quoted, while $I(0)$ and $\phi_0$ are about 4% smaller in size: $I(0)\approx0.080$ nA and $\phi_0\approx-0.0030$ rad.

Halving $\alpha$ at fixed field and Fermi energy gives $\phi_0=-0.00040$ rad on the 6.67 nm mesh, or about $-0.00038$ rad in the continuum. The ratio $3.107/0.399=7.8$ is close to the 8 of the cubic law.

An odd $I(\phi)$ has equal critical currents in the two directions. For fields along $x$ and $z$ they agree to all printed digits. For the field along $y$ they are 37.442 and 37.432 nA. These digits belong to the 6.67 nm mesh: in the continuum both values rise to about 37.7 nA, while their difference stays near 0.03%.

## What a real junction would add

The parameters are roughly those of an InAs quantum well with aluminium leads, except that a Fermi energy of 8 meV corresponds to only about $10^{11}$ electrons per cm², fewer than in most such wells, and that the electron $g$ factor of InAs is negative. A negative $g$ reverses the signs of $I(0)$ and $\phi_0$. The value of $\phi_0$ is a property of the model and not a forecast, because at least two neglected effects, described next, are larger.

The Zeeman energy is 0.29 of the gap, and a real field also acts under the leads. Including it there moves $\phi_0$ to about $-0.025$ rad, between eight and nine times the original value. Refining the mesh changes this number by a few per cent. This is an estimate, since the phase within each lead was held uniform and was not allowed to relax.

The in-plane field also acts on the orbital motion. If the electrons lie a height $d$ below the superconductor, a field along $y$ threads an area $Ld$ and shifts the phase by about $2\pi BLd/\Phi_0$, with $\Phi_0=h/2e$. For $d=10$ nm this is 1.2 rad, some 400 times the spin effect. The estimate counts only the strip. Under the leads the same field shifts the electron energies by up to $v_FeBd\approx0.6$ meV, where $v_F$ is the Fermi velocity. That is three times the gap, so both the offset and the critical current would change strongly. The estimate shows that the orbital effect cannot be neglected, not what its final size would be. Once the field has broken time reversal, this shift is allowed too, so a measured offset does not by itself reveal spin-orbit physics. In this estimate the shift does not depend on $\alpha$, but that independence is lost once the orbital field also acts under the leads. A change of offset with $\alpha$ is therefore not enough to separate the two effects.

The protection of a field along $x$ is also fragile. A Dresselhaus term $\beta(k_x\sigma_x-k_y\sigma_y)$ changes sign under both $M_x$ and $\Theta M_y$. With $\beta=5$ meV nm, the field along $x$ gives $I(0)=0.015$ nA. The half-turn $C_{2z}$ preserves this term, so a field along $z$ stays protected in a clean strip. The results for that direction include only the Zeeman term, however. A real field of 0.2 T normal to the plane would put about two flux quanta $h/2e$ through the strip, and it would normally suppress superconductivity in aluminium films.

Disorder has a similar effect. A mobility of 50,000 cm²/Vs corresponds to a mean free path of 261 nm, little more than the length of the strip. In one random sample of roughly that strength, the field along $x$ gives $-0.0056$ nA. For the field along $y$, $\phi_0$ becomes $-0.0025$ rad and the critical current falls to 26.0 nA. One sample shows that the protection is lost, but not the typical size of the current. The temperature dependence of the gap was also neglected. If 0.2 meV is the gap at zero temperature, weak-coupling theory makes it 1.1% smaller at 0.5 K.

A null result at one field direction is therefore not evidence that time reversal is intact. It may reflect a mirror, a half-turn or a hidden spin rotation, or the current may simply be too small to detect. Where two operations protect the same field direction, as they do for $x$ and $z$ in the clean strip, breaking only one of them leaves the current at zero. Both must be broken, with the field held fixed, before a current can appear.

## Numbers as computed

```
Small lattice: dF/dphi at phi=0 in units of t; protecting operator
t=1, gap=0.4, kT=0.1, Rashba=0.4, Zeeman=0.4, sites 10x3
  B=0, Rashba, disorder               -2.41e-16  T
  no Rashba, coplanar texture         -1.93e-17  T*spin
  no Rashba, non-coplanar texture      5.11e-04  none
  Bx, potential even in x only         6.02e-17  Mx
  Bx, potential even in y only         1.66e-17  T*My
  Bx, general disorder                 1.06e-03  none
  Bz, potential C2-symmetric only     -5.44e-17  C2z
  Bz, general disorder                 3.25e-04  none
  By, clean strip                      7.41e-03  none
  By, disorder, ay=0                  -2.42e-17  T*gauge
  By, clean, half filling             -8.83e-17  charge
  By, single chain                     5.81e-17  T*gauge
  Bx and By, single chain              5.71e-04  none
Measured powers: ax 1.000, ay 2.000, both 3.000, By 1.000
Green function minus diagonalization: 1.4e-16 t
Device: mass 0.03 m_e, alpha 20.0 meV nm, g 10.0, gap 0.2 meV
  Fermi energy 8.0 meV, width 100.0 nm, length 200.0 nm, 0.2 T, 0.5 K
  Zeeman energy 0.0579 meV, kT 0.0431 meV, mesh 6.67 nm
  Subband edges without Rashba: 1.25, 5.01, 11.28 meV
  Bx: I(0) 9.031e-15 nA, phi0 -3.383e-16 rad, Ic+ 37.643 nA, Ic- 37.643 nA
  By: I(0) 8.292e-02 nA, phi0 -3.107e-03 rad, Ic+ 37.442 nA, Ic- 37.432 nA
  Bz: I(0) 6.745e-15 nA, phi0 -2.520e-16 rad, Ic+ 37.680 nA, Ic- 37.680 nA
  By: phi0 -0.178 degrees, I(0)/Ic+ 2.215e-03
  Share of the last Matsubara frequency: 1.7e-07
  Mesh 5.00 nm: phi0 -3.051e-03 rad, shift -1.8 %; Ic+ shift 0.35 %
  alpha 10.0 meV nm: phi0 -3.992e-04 rad
Neglected effects
  Zeeman/gap 0.29; By also under leads: phi0 -2.505e-02 rad
  Orbital phase for 10.0 nm height offset: 1.22 rad
  Dresselhaus 5.0 meV nm, Bx: I(0) 1.544e-02 nA, phi0 -5.774e-04 rad
  Mobility 50000 cm2/Vs: mean free path 261 nm, site disorder width 23.0 meV
  One disorder sample, By: phi0 -2.479e-03 rad, Ic+ 26.008 nA
  Same sample, Bx: I(0) -5.649e-03 nA, phi0 2.785e-04 rad
  Weak-coupling gap at 0.5 K: 0.1977 meV (-1.1 %)
```
